\section*{Logarithmic flux peaking in an aligned ion channel: two derivations}

\section{A uniform beam that does not stay uniform}

Helium ions of 2 MeV enter a silicon crystal parallel to a $\langle110\rangle$ axis, spread evenly over the surface. In trajectories computed without electronic scattering, the central 5\% of the channel area carries, averaged between depths of 600 and 1500 nm, about 4.3 times the incident flux (samples of a few thousand ions scatter between about 4.1 and 4.5). Nothing in the incident beam favours the centre. Conservation of transverse energy, combined with statistical equilibrium, predicts a factor 4.00, and it does so without using the strength or the detailed shape of the potential.

Let $r$ be the distance from the centre of a channel with area $A_0=\pi r_0^2$, and let $F(r)$ be the depth-averaged flux divided by the incident flux. The result to be derived is
\begin{equation}
F(r)=\ln\frac{r_0^2}{r^2}=2\ln\frac{r_0}{r}.
\label{law}
\end{equation}

Four assumptions are needed. The ions enter uniformly over $A_0$ and exactly along the axis. The transverse potential energy $U(r)$ rises strictly from the centre outwards. Transverse energy is conserved. At depth, ions of each transverse energy are in statistical equilibrium in the transverse plane. The last assumption does not follow from the others: in a perfectly round channel the motion by itself violates it, as shown below.

\section{Transverse motion and its equilibrium}

An ion of mass $M$, speed $v$ and energy $E=Mv^2/2$ moves at a small angle $\psi$ to the axis. Averaging the atomic potentials along the axis leaves a potential $U$ that depends on the transverse position $\mathbf r$ alone. With depth $z=vt$, Newton's equation $M\,d^2\mathbf r/dt^2=-\nabla U$ becomes
\begin{equation}
2E\,\frac{d^2\mathbf r}{dz^2}=-\nabla U ,
\label{motion}
\end{equation}
because $Mv^2=2E$. The transverse momentum is $p=Mv\psi$, so $p^2/2M=E\psi^2$, and the conserved transverse energy is
\begin{equation}
E_\perp=\frac{p^2}{2M}+U(\mathbf r)=E\psi^2+U(\mathbf r).
\end{equation}
An aligned ion enters with $\psi=0$ at radius $r_{\rm in}$. Hence $E_\perp=U(r_{\rm in})$, and since $p^2\ge0$ the ion can never go beyond $r_{\rm in}$.

Equilibrium at fixed $E_\perp$ means that phase space is filled with weight $\delta(E_\perp-U-p^2/2M)$. The position density follows by integrating over momentum. In two dimensions $d^2p=2\pi p\,dp$. With $T=p^2/2M$ we have $p\,dp=M\,dT$, so
\begin{equation}
\int d^2p\;\delta\!\left(E_\perp-U-\frac{p^2}{2M}\right)
=2\pi M\int_0^\infty dT\,\delta(E_\perp-U-T)=2\pi M
\label{shell}
\end{equation}
wherever $U<E_\perp$, and zero elsewhere. The density is uniform over the accessible area. The ion is faster near the centre, but a larger circle of momentum directions is available there, and the two effects cancel. In one dimension they do not: the corresponding integral is $2M/p$, which grows towards the turning points.

The longitudinal speed is nearly the same for all ions, so the ratio of fluxes equals the ratio of areal densities.

\section{First derivation: adding the entry rings}

The fraction of ions that enter between $r_{\rm in}$ and $r_{\rm in}+dr_{\rm in}$ is the area of that ring divided by $A_0$:
\begin{equation}
dw=\frac{2\pi r_{\rm in}\,dr_{\rm in}}{\pi r_0^2}
=\frac{2r_{\rm in}\,dr_{\rm in}}{r_0^2}.
\end{equation}
By Eq.~\eqref{shell} these ions spread evenly over the disc of area $\pi r_{\rm in}^2$. One ion spread over the whole channel has density $1/(\pi r_0^2)$; spread over the disc it has density $1/(\pi r_{\rm in}^2)$. Its density relative to the incident beam is therefore $r_0^2/r_{\rm in}^2$ inside the disc and zero outside. A point at radius $r$ is reached by ions with $r_{\rm in}>r$, so
\begin{align}
F(r)&=\int_r^{r_0}\frac{2r_{\rm in}\,dr_{\rm in}}{r_0^2}\,
\frac{r_0^2}{r_{\rm in}^2}
=2\int_r^{r_0}\frac{dr_{\rm in}}{r_{\rm in}}
=2\ln\frac{r_0}{r}.
\end{align}
This is Eq.~\eqref{law}. Every ion visits the neighbourhood of the centre, whereas the rim is visited by ions that entered near the rim. The potential has dropped out because it serves to order the entry points and does nothing else.

The divergence at $r=0$ contains few ions. With the area fraction $x=r^2/r_0^2$ the law is $F=-\ln x$, and its mean over the central fraction $x$ is
\begin{equation}
G(x)=\frac1x\int_0^x(-\ln y)\,dy
=\frac1x\bigl[y-y\ln y\bigr]_0^x=1+\ln\frac1x .
\label{mean}
\end{equation}
The lower limit vanishes because $y\ln y\to0$. At $x=1$ the mean is 1, so no ions have been gained or lost. At $x=0.05$ it is $1+\ln20=4.00$, the value quoted at the start. The central 5\% of the area then holds $0.05\times4.00=20\%$ of the ions.

\section{Second derivation: a balance across one contour}

The same law follows without following individual rings. Choose an equipotential contour that encloses area $A$. Let $G(A)$ be the mean relative flux inside it and $F(A)$ the relative flux on it. In units of the incident density, the number of ions inside is $AG$.

These ions are of two kinds. Those that entered inside the contour number $A$, and all of them are still inside, because their transverse energy is below the value of $U$ on the contour. The remaining $AG-A$ entered outside and are passing through. In equilibrium each of these outer ions has uniform density over a region that contains the whole contour, so together they have one constant density inside it. On the contour itself they are the sole contributors, since the inner ions do not reach it. Their constant density is thus $F(A)$, and
\begin{equation}
AG=A+AF,\qquad\text{that is}\qquad G=1+F .
\label{balance}
\end{equation}

A second relation comes from the definition of a mean. Enlarging the contour by $dA$ adds $F\,dA$ ions, so
\begin{equation}
\frac{d(AG)}{dA}=F
\quad\Longrightarrow\quad
G+A\frac{dG}{dA}=F
\quad\Longrightarrow\quad
A\frac{dG}{dA}=F-G=-1 ,
\end{equation}
where the last step uses Eq.~\eqref{balance}. Integrate from $A$ to $A_0$, with $G(A_0)=1$ because the number of ions per channel is conserved:
\begin{equation}
1-G(A)=-\int_A^{A_0}\frac{dA'}{A'}=-\ln\frac{A_0}{A},
\qquad
G=1+\ln\frac{A_0}{A},\qquad F=\ln\frac{A_0}{A}.
\label{area}
\end{equation}
For circular contours $A=\pi r^2$, and Eq.~\eqref{law} is recovered. No circle was needed, however: $A$ is the area enclosed by the contour through the point considered. When the contours of neighbouring identical channels join, $A$ is the accessible area per channel, and equilibrium must then extend over the connected region.

\section{What each derivation assumes}

Both derivations use uniform aligned entry and conserved transverse energy. They differ in what they ask of equilibrium. The ring sum requires every energy shell to be uniform. The balance requires less: for each contour, the ions from outside, taken together, must have a mean density inside the contour equal to their density on it. Non-uniform shells can satisfy this. Take two equally populated entry rings, add a small density variation of zero total to the ions of one, and subtract it from those of the other, all within the area open to both. The summed flux is unchanged and still logarithmic, although neither shell is uniform.

The ring sum in return gives more. It specifies the distribution of each group of ions, and it extends directly to other entry conditions. The balance gives the integrated quantity $G$ first, and it turns equilibrium into a condition on the flux profile alone, $G-F=1$.

That condition exposes the failure of a perfectly round channel. An aligned ion starts at rest in the transverse plane, so its angular momentum is zero. A central force keeps it zero, and the ion oscillates along a line through the centre. For $U=kr^2$ the motion is $r=r_{\rm in}|\cos\omega t|$. In a quarter period $\pi/2\omega$ each radius is passed once, with $dt=dr/(\omega\sqrt{r_{\rm in}^2-r^2})$. The probability per unit radius is therefore $2/(\pi\sqrt{r_{\rm in}^2-r^2})$. Dividing by $2\pi r$ gives the density per area, and multiplying by $\pi r_0^2$ makes it relative to the incident beam:
\begin{align}
F_{\rm line}(r)&=\int_r^{r_0}\frac{2r_{\rm in}dr_{\rm in}}{r_0^2}\,
\frac{\pi r_0^2}{2\pi r}\,\frac{2}{\pi\sqrt{r_{\rm in}^2-r^2}}
\nonumber\\
&=\frac{2}{\pi r}\int_r^{r_0}\frac{r_{\rm in}dr_{\rm in}}{\sqrt{r_{\rm in}^2-r^2}}
=\frac2\pi\sqrt{\frac{r_0^2}{r^2}-1}.
\end{align}
The peak now rises as $1/r$. Its central mean follows with $y=\sin^2\theta$, for which $\sqrt{(1-y)/y}\,dy=2\cos^2\theta\,d\theta$:
\begin{equation}
G_{\rm line}(x)=\frac{2}{\pi x}\int_0^x\sqrt{\frac{1-y}{y}}\,dy
=\frac{2}{\pi x}\left[\arcsin\sqrt x+\sqrt{x(1-x)}\right].
\end{equation}
Hence $G_{\rm line}-F_{\rm line}=(2/\pi x)\arcsin\sqrt x$. This equals 1 at the rim and again at $x=1/2$, dips to 0.88 near $x=0.84$ in between, and grows without limit as $2/(\pi\sqrt x)$ when $x\to0$, so the balance condition is broken.

Trajectories in a round channel of unit radius, with unit mass, show the difference. In the mixed cases the direction of motion is randomised at a mean rate of 0.5 per unit time while the speed is kept. Averages run from time 40 to 200. The entries are mean relative fluxes in the central fraction $x$.

\begin{center}
\begin{tabular}{cccccc}
$x$ & $1+\ln(1/x)$ & mixed, $r^2$ & mixed, $r^2+3r^4$ & $G_{\rm line}$ & unmixed, $r^2$\\
0.02 & 4.912 & 4.911 & 4.918 & 8.973 & 8.969\\
0.10 & 3.303 & 3.303 & 3.306 & 3.958 & 3.957\\
0.30 & 2.204 & 2.204 & 2.203 & 2.202 & 2.202
\end{tabular}
\end{center}

Two different potentials give the same logarithm once directions are mixed, and the unmixed motion follows the other law. At $x=0.30$ the two laws nearly cross, so a measurement averaged over that area could not tell them apart.

Contours that are not circular remove the conservation of angular momentum, but this alone does not guarantee mixing. In $U=k_xx^2+k_yy^2$ the energies of the $x$ and $y$ motions are conserved separately.

\section{A finite entry angle}

A beam at a small fixed angle $\psi$ has $E_\perp=U(r_{\rm in})+E\psi^2$. For $U=kr^2$ define $\delta^2=E\psi^2/k$, with $\delta<r_0$. The accessible disc then has squared radius $s+\delta^2$, where $s=r_{\rm in}^2$, limited to $r_0^2$ per channel. The ring weight is $ds/r_0^2$ and the relative density is $r_0^2$ divided by the squared radius of the disc. For $r>\delta$,
\begin{equation}
F(r)=\int_{r^2-\delta^2}^{r_0^2-\delta^2}\frac{ds}{s+\delta^2}
+\int_{r_0^2-\delta^2}^{r_0^2}\frac{ds}{r_0^2}
=\ln\frac{r_0^2}{r^2}+\frac{\delta^2}{r_0^2}.
\end{equation}
For $r<\delta$ all ions reach the point, the first integral starts at $s=0$, and
\begin{equation}
F=\ln\frac{r_0^2}{\delta^2}+\frac{\delta^2}{r_0^2}.
\label{plateau}
\end{equation}
The singularity is replaced by a plateau of radius $\delta$. As $\psi\to0$ the plateau shrinks and Eq.~\eqref{law} returns.

\section{Helium along $\langle110\rangle$ in silicon}

Each row of atoms, with spacing $d=0.3840$ nm, is represented by the Moli\`ere string potential
\begin{equation}
U_{\rm row}(\rho)=\frac{2Z_1Z_2e^2}{d}\sum_i\alpha_iK_0(\beta_i\rho/a),
\end{equation}
where $\rho$ is the distance from the row, $Z_1=2$, $Z_2=14$, $e^2$ stands for the squared charge over $4\pi\epsilon_0$, $K_0$ is the modified Bessel function, $\alpha=(0.10,0.55,0.35)$, $\beta=(6,1.2,0.3)$ and $a=0.01944$ nm. The rows are smeared by a rough room-temperature vibration of 0.0075 nm in each direction.

The channel area is 0.10428 nm$^2$, so $r_0=\sqrt{0.10428/\pi}=0.182$ nm, or 1.82 \AA. Six rows lie at the same distance, 0.204 nm, from the centre, but not at equal angles. The potential is therefore stiffer in one direction: $k_x=1043$ and $k_y=602$ eV/nm$^2$. For a harmonic component, Eq.~\eqref{motion} gives $2Ex''=-2k_xx$, hence an oscillation length $2\pi\sqrt{E/k_x}=275$ nm, and 362 nm in $y$. These curvatures belong to the Moli\`ere model. Poisson's equation, $2(k_x+k_y)=4\pi Z_1e^2n_c$, makes them equivalent to an electron density $n_c=91$ nm$^{-3}$ at the channel centre, whereas an empirical-pseudopotential valence density gives about 37 nm$^{-3}$ there. Doyle--Turner scattering factors give $k_x\approx700$ and $k_y\approx400$ eV/nm$^2$, and the pseudopotential density gives roughly 510 and 170. Every number below that depends on $k_x$ or $k_y$ shifts accordingly; the contour around the central 5\% of the area, for example, lies at 0.9 or 0.6 eV instead of 1.3 eV.

The round law can be compared with Eq.~\eqref{area} evaluated on the actual contours, going once around a circle of radius $r$:

\begin{center}
\begin{tabular}{ccccc}
$r$ (nm) & round law & mean on circle & minimum & maximum\\
0.02 & 4.42 & 4.40 & 4.14 & 4.68\\
0.05 & 2.59 & 2.57 & 2.29 & 2.80\\
0.10 & 1.20 & 1.14 & 0.74 & 1.44\\
0.15 & 0.39 & 0.44 & 0.21 & 0.90
\end{tabular}
\end{center}

At 0.05 nm the round law is $2\ln(0.1822/0.05)=2.59$. Near the centre the contours are ellipses, and moving from the soft to the stiff direction at fixed $r$ multiplies the enclosed area by $k_x/k_y$. The flux should change by $\ln(1043/602)=0.55$; the table gives 0.54 at 0.02 nm. The round law thus serves well for the mean on small circles, while a particular site needs its own contour.

An entry angle of $0.02^\circ$ contributes $E\psi^2=0.244$ eV. With $k=\sqrt{k_xk_y}=792$ eV/nm$^2$ the plateau radius is $\sqrt{0.244/792}=0.0175$ nm, and Eq.~\eqref{plateau} gives a central flux of 4.69. The actual area function gives 4.72. The transverse zero-point energy, 0.13 eV, is about half of $E\psi^2$, so classical detail much finer than the plateau should not be trusted.

\section{How much survives in a real crystal}

Helium beams of a few MeV can be used to locate foreign atoms in crystals. The close-collision yield from such atoms is proportional to the local flux. If atoms near the channel centre are counted as though the flux were 1, their number is overstated by the factor $F$.

Scattering by electrons breaks the conservation of transverse energy. To size it, take the four valence electrons per atom as a uniform gas of density $n=200$ nm$^{-3}$. A free electron of mass $m$ that receives energy $T$ has momentum squared $2mT$. If this is treated as wholly transverse, the ion gains transverse energy $2mT/2M=mT/M$ on average. With the Rutherford cross section $d\sigma=(2\pi Z_1^2e^4/mv^2)\,dT/T^2$, for transfers from the plasmon energy $\hbar\omega_p=16.6$ eV to $2mv^2=1097$ eV,
\begin{equation}
\frac{dE_\perp}{dz}=\frac mM\,\frac{2\pi Z_1^2e^4n}{mv^2}
\ln\frac{2mv^2}{\hbar\omega_p},
\end{equation}
which is 1.1 eV per 100 nm. The exact transverse share of the momentum squared is $1-T/2mv^2$; including it would replace the logarithm 4.19 by about 3.2, a reduction of roughly a quarter. The variation of electron density across the channel is also left out. The valence density is lowest near the channel centre, so the uniform gas overstates the heating of ions that stay there.

In this estimate the heating is large on the scale of the peak. In the harmonic approximation the contour around the central 5\% lies $kxA_0/\pi=792\times0.05\times0.1043/\pi=1.3$ eV above the centre, whereas the mean gain by 450 nm is already 4.9 eV. In the computed trajectories the mean flux in this area, about 4.3 without scattering, becomes about 2.8 between 300 and 600 nm and about 2.1 between 1200 and 1500 nm. Because the uniform gas heats the central ions too strongly, these figures overstate the loss of the peak. A pseudopotential valence density is only about 47 nm$^{-3}$ in this area, and heating scaled by the local density gives about 3.4 to 3.6 and 2.5 to 3.0 in the same two depth ranges, depending on the potential and on the logarithm used. The equilibrium law is a reference for conserved transverse energy; electronic scattering lowers the central flux below it, by an amount that depends on the local electron density.

At shallow depth the ions are not in equilibrium either. Without scattering, the flux in the central 5\% reaches about 9 near 58 nm (about 7 to 8.5 near 60 nm in the softer potentials mentioned above), where the ions make their first common approach to the centre. A quarter of the small-oscillation length is 69 nm in $x$ and 91 nm in $y$. The focus comes earlier because the potential acts more stiffly on ions entering further out: for entry on the axes the depth of first arrival at the centre falls from 68 to 53 nm in $x$ and from 90 to 50 nm in $y$ as the entry distance grows from 0.02 to 0.14 nm. The later average, about 4.3, lies a few to ten per cent above the equilibrium value. Incomplete mixing may contribute to this, but the scatter between samples of a few thousand ions is of comparable size. Agreement at this level does not by itself show that equilibrium has been reached, since incompletely mixed motion can give a similar average over so large an area.

Other effects are neglected as well. Roughly 3\% of the ions enter within 0.022 nm of a row, a rough distance set by screening and thermal vibration, where the row-averaged potential becomes unreliable. If distant excitations are taken to cost as much energy as the close collisions, the valence electrons remove about 0.24 MeV over 1500 nm, 12\% of the initial energy, which the trajectories hold fixed. Discrete nuclear collisions are absent from the row-averaged potential, and their effect is not estimated here.

\section*{Computed results}
\begin{verbatim}
Momentum-shell count spread: 0.048 %
Round channel: mean relative flux within central area fraction x
x | log law | mixed r^2 | mixed r^2+3r^4 | no-mixing law | unmixed
0.020 | 4.912 | 4.911 | 4.918 | 8.973 | 8.969
0.100 | 3.303 | 3.303 | 3.306 | 3.958 | 3.957
0.300 | 2.204 | 2.204 | 2.203 | 2.202 | 2.202
0.600 | 1.511 | 1.511 | 1.511 | 1.460 | 1.460
Example: He along <110> silicon
Ion energy: 2.00 MeV
Lattice parameter (rough): 0.5431 nm
Thermal displacement, 1D rms (rough): 0.0075 nm
Atom spacing along string: 0.3840 nm
Screening length: 0.01944 nm
Channel area: 0.10428 nm^2
Equal-area radius r0: 0.1822 nm
Distance of six nearest strings: 0.2037 nm
Potential at centre, Fourier series: 13.790 eV
Potential at centre, direct string sum: 13.790 eV
Curvature coefficient k_x: 1043.0 eV/nm^2
Curvature coefficient k_y: 601.8 eV/nm^2
Small-oscillation length in x: 275.1 nm
Small-oscillation length in y: 362.2 nm
r (nm) | round F | contour F: ring mean | minimum | maximum
0.020 | 4.419 | 4.400 | 4.143 | 4.681
0.050 | 2.586 | 2.570 | 2.290 | 2.795
0.100 | 1.200 | 1.138 | 0.744 | 1.438
0.150 | 0.389 | 0.444 | 0.208 | 0.904
Entry angle for plateau: 0.020 degree
Transverse energy from entry angle: 0.244 eV
Plateau radius, mean curvature: 0.0175 nm
Centre flux, silicon area function: 4.723 (relative)
Centre flux, harmonic formula: 4.691 (relative)
Valence electron density: 199.8 nm^-3
Valence plasmon energy: 16.60 eV
Largest energy transfer 2mv^2: 1096.7 eV
Electronic transverse heating: 1.091 eV per 100 nm
Valence energy loss over 1500 nm: 238.7 keV
Transverse zero-point energy: 0.130 eV
Rough close-string entry fraction: 2.95 %
Central area fraction in trajectory runs: 0.050
Its mean flux, equilibrium law: 3.996 (relative)
No electron scattering, 600-1500 nm: 4.283 (relative)
With electron scattering, 300-600 nm: 2.819 (relative)
With electron scattering, 1200-1500 nm: 2.078 (relative)
Largest flux without scattering: 8.853 (relative)
Depth of that largest flux: 57.5 nm
Largest energy error, lower-energy half: 0.0022 eV
\end{verbatim}
